Why harmonic face diffusivities freeze a concentration-dependent dopant front

**Q:** I simulate an arsenic profile in silicon at 1000 °C with diffusivity proportional to concentration. The profile flattens, but its edge stays at 40 nm. With cells of 4, 2 or 1 nm, nothing changes. Between cells I use the harmonic mean of the two diffusivities, which I was told is exact. Where should I look?

**A:** At the conditions under which it is exact. Take one dimension, uniform cells of width h, and concentrations C_L and C_R at the centres of two neighbours. The flux F is positive to the right:

F = −D dC/dx.

Suppose first that D is a material property, D_L in the left cell and D_R in the right, with the interface on the common face. In steady flow F is the same in both halves of the path. If C* is the concentration at the face,

C_L − C* = F h/(2D_L),  C* − C_R = F h/(2D_R).

Adding the two equations removes C*:

F = (C_L − C_R) / [h/(2D_L) + h/(2D_R)] = D_H (C_L − C_R)/h,

D_H = 2D_L D_R/(D_L + D_R).

These are resistances in series. As a test, take eight nodes 2 nm apart whose cells have D = 1, 1, 1, 0.01, 0.01, 5, 5, 5 in units of 10⁻¹⁴ cm²/s, with fixed end concentrations. The harmonic mean reproduces the flux obtained from the integrated resistance. The arithmetic mean gives 1.94 times that flux, because it nearly removes the resistance of the half cells where the slow layer begins and ends.

**Q:** My D also differs from cell to cell. Why should it matter that the difference comes from the concentration?

**A:** Put D = aC, with a constant, into the harmonic mean:

D_H = 2(aC_L)(aC_R)/(aC_L + aC_R) = 2a C_L C_R/(C_L + C_R).

If the right cell is empty, D_H = 0, however full the left cell is and however small h is. An explicit time step therefore adds nothing to the empty cell. A step that takes D from the old concentrations also has a closed face, whatever it does with the new ones.

Continuous time does not help. Let S be the sum of the concentrations in all initially empty cells to the right of the edge. S changes only through the edge face, if the far boundary is closed:

dS/dt = (2a/h²) C_R C_L (C_L − C_R)/(C_L + C_R).

For non-negative concentrations the last fraction is at most 1. With C_max an upper bound on C_L, and C_R ≤ S because C_R is one term of the sum,

dS/dt ≤ K S,  K = 2a C_max/h².

Hence S exp(−Kt) cannot increase. It starts at zero and cannot be negative, so S = 0 at all later times.

**Q:** Perhaps an empty cell really does block the flow. Its diffusivity is zero, after all.

**A:** It is zero at one point, and the flow depends on the whole path. In steady flow between the two nodes, multiply F = −D(C) dC/dx by dx and integrate over the distance h:

F h = −∫ D(C) dC, from C_L to C_R, = ∫ D(C) dC, from C_R to C_L.

For D = aC this gives

F = a(C_L² − C_R²)/(2h) = [a(C_L + C_R)/2] (C_L − C_R)/h.

The right face value is now the arithmetic mean. With C_R = 0 the flux is aC_L²/(2h), which is not zero.

**Q:** Then did the series-resistance argument fail?

**A:** No. What failed was the estimate of the resistance. Set C_R = 0 and put x = 0 at the left node. Since C² falls linearly in steady flow,

C(x) = C_L √(1 − x/h).

The resistance of the path is

∫₀ʰ dx/(aC) = [h/(aC_L)] ∫₀¹ dy/√(1 − y) = 2h/(aC_L).

The integrand diverges at the empty end, but its integral is finite. Dividing h by this resistance gives an effective diffusivity aC_L/2, the arithmetic mean again. The harmonic rule instead assigns the end value D = 0 to the entire right half of the path, and so makes the resistance infinite.

**Q:** How wrong is it when the neighbour is merely dilute?

**A:** Let r = C_R/C_L. The ratio of harmonic to true steady flux is the ratio of the two face values:

[2aC_L r/(1 + r)] / [aC_L(1 + r)/2] = 4r/(1 + r)² = 1 − [(1 − r)/(1 + r)]².

The last form follows from (1 + r)² − (1 − r)² = 4r. For r = 0.1 the ratio is 0.331, and for r = 0.001 it is 0.0040. Steady fluxes found by integrating the differential equation between the nodes confirm both. Where neighbouring concentrations are nearly equal, the relative error is the square of a small number, so the rule does little harm inside the profile.

Near the edge even the trend is wrong. The harmonic flux is (aC_L²/h) g(r), with

g(r) = 2r(1 − r)/(1 + r).

Its derivative is

g′(r) = 2[(1 − 2r)(1 + r) − r(1 − r)]/(1 + r)² = 2(1 − 2r − r²)/(1 + r)².

This is positive up to r = √2 − 1 ≈ 0.414, where g reaches 0.343. Below that value, an emptier receiver gets less dopant. The true factor, (1 − r²)/2, is largest for an empty receiver, where it is 0.5.

**Q:** What should my profile have done?

**A:** There is an exact solution to compare with. Let x = 0 be a boundary without flux and Q the dose per area in x > 0. Try

C = (X² − x²)/(6at) for x < X, and C = 0 beyond.

The dose fixes X:

Q = ∫₀ˣ C dx = (X³ − X³/3)/(6at) = X³/(9at), with X as the upper limit, so X = (9aQt)^(1/3).

To check the diffusion equation, note that X² grows as t^(2/3), so X²/t falls as t^(−1/3). Therefore

∂C/∂t = −X²/(18at²) + x²/(6at²) = −(X² − 3x²)/(18at²).

On the other side, ∂C/∂x = −x/(3at), and

∂/∂x (aC ∂C/∂x) = −∂/∂x [x(X² − x²)]/(18at²) = −(X² − 3x²)/(18at²).

The two sides agree. Dopant at the edge moves with velocity F/C = −a ∂C/∂x = X/(3t), which is also dX/dt. The flux vanishes at the edge, but flux divided by concentration does not.

For numbers, take D = 2.0 × 10⁻¹⁵ cm²/s at C = 10¹⁹ cm⁻³, so a = 2.0 × 10⁻³⁴ cm⁵/s. Start with a peak of 10²⁰ cm⁻³ and X = 40 nm. At the peak aC = 2.0 × 10⁻¹⁴ cm²/s, and the age of the profile is

t₀ = X²/(6aC_peak) = (4 × 10⁻⁶ cm)²/(1.2 × 10⁻¹³ cm²/s) = 133 s.

The dose is (2/3)(10²⁰ cm⁻³)(4 × 10⁻⁶ cm) = 2.67 × 10¹⁴ cm⁻². Since X³ is proportional to t, doubling X to 80 nm requires an age of 8t₀, hence an anneal of 7t₀ = 933 s. The depth at which C = 10¹⁸ cm⁻³ is then 79.2 nm.

On cells of 4, 2 and 1 nm, the arithmetic rule gives 80.5, 79.4 and 79.2 nm for that depth. The depth is read by linear interpolation between cell values, and most of the excess on coarse cells comes from that: the exact cell averages, read the same way, give 80.4, 79.4 and 79.2 nm. Its summed absolute profile error, relative to the dose, is 6.1 × 10⁻⁴, 1.6 × 10⁻⁴ and 4.1 × 10⁻⁵. These runs use explicit time steps of 0.1 s × (h/1 nm)², whose error partly cancels that of the grid: with accurate time integration the three profile errors are 9.1 × 10⁻⁴, 2.3 × 10⁻⁴ and 6.1 × 10⁻⁵. The depths quoted here and below from grid runs shift by less than 0.2 nm. The harmonic rule leaves the edge at 40 nm on all three grids.

**Q:** A scheme that settles down as I refine the grid usually reassures me. What is mine settling on?

**A:** On diffusion in a box with a wall at 40 nm. I compared your scheme with the arithmetic rule in such a sealed box after 60 s. The summed absolute difference, relative to the dose, is 5.1 × 10⁻⁴, 1.3 × 10⁻⁴ and 3.2 × 10⁻⁵ for h = 2, 1 and 0.5 nm. That is numerical evidence for the limit, not a proof.

After the full anneal the dose has levelled out behind the wall. A uniform box would hold 2.67 × 10¹⁴ cm⁻² divided by 4 × 10⁻⁶ cm, or 6.67 × 10¹⁹ cm⁻³. The last filled cell at h = 2 nm holds 6.67 × 10¹⁹ cm⁻³, whereas the exact moving solution has 3.81 × 10¹⁹ cm⁻³ there. Conservation of dose will not reveal the fault, because the frozen solution conserves it too.

**Q:** Can I cure it by putting a trace of arsenic everywhere?

**A:** That replaces the freeze by a delay. Consider one receiver beside a donor held at C_L, and ignore the loss to the next cell. With r = C_R/C_L, the harmonic rule gives

dr/dt = (2aC_L/h²) r(1 − r)/(1 + r).

Separate the variables, using (1 + r)/[r(1 − r)] = 1/r + 2/(1 − r), and integrate from the seed s to 1/2:

(2aC_L/h²) t = [ln r − 2 ln(1 − r)] from s to 1/2 = ln(1/2) + 2 ln 2 − ln s + 2 ln(1 − s),

t = [h²/(2aC_L)] ln[2(1 − s)²/s].

The time diverges as s → 0, but only logarithmically. With the arithmetic rule, dr/dt = [aC_L/(2h²)](1 − r²), and an empty cell is half filled after

t = [2h²/(aC_L)] artanh(1/2).

For h = 2 nm and C_L = 2 × 10¹⁹ cm⁻³, aC_L is 0.4 nm²/s. The harmonic time for s = 10⁻⁵ is 5 s × 12.2 = 61 s; the arithmetic time is 20 s × 0.549 = 11 s.

In the full profile at fixed h = 2 nm, arsenic backgrounds of 10¹⁷, 10¹⁵, 10¹² and 10⁹ cm⁻³ give harmonic depths of 77.4, 72.7, 66.9 and 62.9 nm. The exact depth without background is 79.2 nm; with the arithmetic rule at h = 1 nm a background of 10¹⁷ cm⁻³ raises it to about 79.5 nm, while 10¹⁵ cm⁻³ leaves it at 79.2 nm. With the background fixed at 10¹⁵ cm⁻³, the lag behind that depth is 13.4, 6.5, 2.9 and 1.1 nm for h = 4, 2, 1 and 0.5 nm. Refinement thus helps at a fixed background, but not when the cells ahead are empty. The answer depends on which is taken to zero first, the background or h.

**Q:** Would a fully implicit solver escape?

**A:** It may have a second answer, but it need not find it. Hold the donor fixed again, start with an empty receiver, and put z = aC_L Δt/h². A backward Euler step requires

r = 2z r(1 − r)/(1 + r).

One root is r = 0. For r ≠ 0, divide by r and multiply by 1 + r:

1 + r = 2z(1 − r), so r = (2z − 1)/(2z + 1).

This root is positive for z > 1/2; at z = 2 it is 0.6. An iteration started from the old value r = 0 already has zero residual and stops there. A moving front that depends on the step size and the starting guess is not a repair.

**Q:** What do I use if I have both material layers and concentration-dependent diffusion?

**A:** Average each dependence in its own way. Let D = a_L C on the left and a_R C on the right of the face, with C continuous there. The steady-flow integral over each half cell gives

C_L² − C*² = F h/a_L,  C*² − C_R² = F h/a_R.

Add them and solve for F:

F = (C_L² − C_R²)/[h(1/a_L + 1/a_R)]
  = [2a_L a_R/(a_L + a_R)] [(C_L + C_R)/2] (C_L − C_R)/h.

The material factor takes the harmonic mean and the concentration takes the arithmetic mean. If dopant segregates at the interface, C jumps and this formula must be changed. For another law D(C) in a uniform material, use the integral of D over C divided by C_L − C_R; the mean of the two end values is generally not the same thing.

To locate the fault in your run, I kept the harmonic rule at h = 2 nm except at faces with r < √2 − 1, where I used the arithmetic one. The depth became 78.9 nm, against the exact 79.2 nm. The freeze therefore comes from the steep faces, not from harmonic averaging inside the profile.

**Q:** Real silicon has no region with zero diffusivity. Does this matter for my wafer?

**A:** Much less, if the simulation keeps the physics that D = aC discards. Let n be the electron density and n_i its intrinsic value, roughly 10¹⁹ cm⁻³ at this temperature. Neutrality with fully ionized donors and no acceptors gives n − n_i²/n = C. Differentiating,

(1 + n_i²/n²) dn/dx = dC/dx,

d(ln n)/dx = (dC/dx)/(n + n_i²/n) = (dC/dx)/√(C² + 4n_i²).

The square root follows from (n + n_i²/n)² = (n − n_i²/n)² + 4n_i². Local neutrality holds only over lengths beyond the Debye length, about 1.9 nm where C ≪ n_i. The initial edge varies on that scale, and neutrality overstates the largest field there by about 45% on a 1 nm grid; solving Poisson's equation instead changes the final depth given below by only about 0.03 nm. For non-degenerate electrons, the built-in field adds C d(ln n)/dx to dC/dx in the donor flux. Including neutral and charged defects,

D = (D₀ + D₁ n/n_i)[1 + C/√(C² + 4n_i²)].

For C ≫ n_i the charged part becomes 2D₁C/n_i, which is our aC with D₁ = 10⁻¹⁵ cm²/s. Taking D₀ equal to D₁, the diffusivity at C = 0 is 2.0 × 10⁻¹⁵ cm²/s. The face never closes.

At h = 2 nm, proper averaging of this D gives a depth of 95.97 nm at 10¹⁸ cm⁻³, and the harmonic rule gives 95.91 nm. At h = 8 nm the values are 97.6 and 96.7 nm. On finer grids both rules approach 95.9 nm (95.86 nm at h = 0.5 nm). At h = 8 nm both depths are thus too large, by about 1.7 and 0.9 nm, a grid and read-out error as large as their difference or larger; the harmonic value happens to lie closer. What the comparison shows is the size of the gap between the two rules. With these parameters D is roughly a(C + n_i): the two agree at C = 0 and for C ≫ n_i, and differ by about 6% at most in between. At a face between undoped silicon and a node with concentration ΔC, the two diffusivities therefore have a ratio of roughly 1 + ΔC/n_i, and the harmonic mean is poor only when this ratio is large. The useful comparison is thus between n_i and the change of C from one node to the next. At the initial edge the slope is 2C_peak/X = 5 × 10¹⁸ cm⁻³ per nm, so C changes by about n_i over 2 nm and by 3.6 times n_i over 8 nm, where the curvature of the profile already counts.

These parameters are rough values for a long furnace anneal of arsenic; advanced devices use much shorter anneals. Leaving out intrinsic diffusion has a clear effect here: the fuller law moves the 10¹⁸ cm⁻³ depth from 79 to 96 nm. Carrier degeneracy would raise D at the initial peak by about 23% in a simple band model with defect charging tied to the electron chemical potential and a density-of-states mass of 1.1 m_e; masses of 0.9 and 1.3 m_e give 32% and 17%. If that factor held throughout, the front of the D = aC model would reach 85 nm instead of 80 nm. Excess point defects left by implantation could matter more; a doubled D, taken as an illustration, would move that same front from 80 to 99 nm. Arsenic clustering and loss through the surface are left out. The numerical check sets the parameter values used here.

Computed values

```
n_i = 1.00e+19 cm^-3; peak = 1.00e+20 cm^-3
D of model at C = n_i: 2.00e-15 cm^2/s
D of model at peak: 2.00e-14 cm^2/s
dose Q = 2.667e+14 cm^-2
profile age t0 = 133.3 s; anneal duration = 933.3 s
layer D (1e-14 cm^2/s): 1 1 1 0.01 0.01 5 5 5
layers: harmonic/true flux = 1.000000
layers: arithmetic/true flux = 1.9374
two-node test: h = 2 nm, C_L = 2.0e+19 cm^-3
r = 0.1: harmonic/true flux = 0.33058
r = 0.001: harmonic/true flux = 0.00399
empty node: true resistance = 2.0000 h/(a C_L)
harmonic flux peaks at r = 0.4142
peak harmonic flux = 0.3431 a C_L^2/h
half filling, harmonic, seed 1e-05: 61.03 s
half filling, arithmetic, empty cell: 10.99 s
implicit step z = 2: second root r = 0.6000
exact front: 40 nm -> 80 nm
exact depth at 1e+18 cm^-3: 79.20 nm
h=4 nm: harmonic edge 40.0 nm, arithmetic depth 80.46 nm
  arithmetic profile error / dose = 6.12e-04
h=2 nm: harmonic edge 40.0 nm, arithmetic depth 79.39 nm
  arithmetic profile error / dose = 1.59e-04
  frozen edge cell: C = 6.665e+19 cm^-3
  exact C in that cell: 3.811e+19 cm^-3
h=1 nm: harmonic edge 40.0 nm, arithmetic depth 79.19 nm
  arithmetic profile error / dose = 4.12e-05
sealed-box difference / dose after 60 s, h=2,1,0.5 nm:
  5.13e-04, 1.27e-04, 3.19e-05
steep faces repaired, h=2 nm: depth 78.88 nm
background 1e+17 cm^-3, h=2 nm: harmonic depth 77.36 nm
background 1e+15 cm^-3, h=2 nm: harmonic depth 72.74 nm
background 1e+12 cm^-3, h=2 nm: harmonic depth 66.89 nm
background 1e+09 cm^-3, h=2 nm: harmonic depth 62.92 nm
lag at background 1e15 cm^-3, h=4,2,1,0.5 nm:
  13.36, 6.46, 2.90, 1.06 nm
fuller law: D at C=0 is 2.00e-15 cm^2/s
fuller law: D at peak is 2.20e-14 cm^2/s
fuller law, h=8 nm: averaged D 97.59 nm, harmonic 96.72 nm
fuller law, h=2 nm: averaged D 95.97 nm, harmonic 95.91 nm
T = 1273.15 K, mass = 1.1 m_e, N_c = 2.53e+20 cm^-3
degeneracy at peak: D times 1.228
front if that factor held throughout: 85.0 nm
front if D were doubled: 98.6 nm
```
